# Phase-Shift Counting of States and the Friedel Sum Rule, part 2

An ion of a simple metal is replaced by one whose charge is larger by $Z$. The screening electrons are to be counted from phase shifts. Independent electrons in a free-electron host move in a spherical, bounded, piecewise continuous potential $V(r)$ that vanishes for $r>a$. A hard wall stands at $R>a$. Hartree atomic units are used, with $E=k^2/2$.

The radial wavefunction is $u(r)/r$, with $u\simeq r^{l+1}$ at the origin. With $x=kr$ and spherical Bessel functions $j_l,y_l$, the free waves are $J_l=xj_l=M_l\sin\theta_l$ and $Y_l=xy_l=-M_l\cos\theta_l$. Here $\theta_l(0)=0$, $\theta_l'=1/M_l^2$ and, at large $x$, $\theta_l\to x-l\pi/2$ and $M_l^2\simeq1+l(l+1)/(2x^2)$. A prime means $d/dx$ on these functions and $d/dr$ on $u$. With $u_E=\partial u/\partial E$,

$$u'u_E-u\,u_E'=2\int_0^r u^2\,dr .\tag{11}$$

The potential cut off at $r$ has phase shift $\delta(r)$, equal to $\delta_l(k)$ for $r\ge a$. With $S=A\sin\delta$, $C=A\cos\delta$ and $u=AM_l\sin(\theta_l+\delta)$,

$$S=uJ_l'-\frac{u'J_l}{k},\qquad C=uY_l'-\frac{u'Y_l}{k},\tag{9}$$

$$\frac{d\delta}{dr}=-\frac{2V(r)}{k}\,M_l^2(kr)\,\sin^2[\theta_l(kr)+\delta(r)],\qquad \delta(0)=0 .\tag{10}$$

The number of nodes of $u$ inside $r$ is the integer part of $[\theta_l(kr)+\delta(r)]/\pi$, unless $r$ is itself a node. The $n$-th level obeys

$$\theta_l(kR)+\delta_l(k)=n\pi .\tag{6}$$

For $l=0$ it is shifted from the free level $k_n^0$ by

$$k_n-k_n^0=-\frac{\delta_0(k_n)}{R}.\tag{7}$$

The phase shift is continuous in $k$, vanishes as $k\to\infty$, and satisfies

$$\delta_l(0^+)=\pi\,n_l^{\rm bound}\qquad\text{(no state at threshold)},\tag{13}$$

approaching this limit as $k^{2l+1}$. The averaged number of levels gained below $E$, per spin, is

$$\Delta\mathcal N(E)=\frac1\pi\sum_{l}(2l+1)\,\delta_l(k).\tag{15}$$

The deep well used in the checks has depth 1.5 hartree and radius 2 bohr; $V_0=-0.3$ hartree denotes a barrier.

### Where the extra electrons are

The count refers to the whole sphere, wall included. Screening concerns the charge near the impurity. To connect the two, compute the number of displaced electrons inside a radius $b$, with $a<b$ and the wall much farther out.

The integral of $u^2$ follows from the Wronskian identity (11). With $dE=k\,dk$ and $u_k=\partial u/\partial k$ it reads

$$\int_0^b u^2\,dr=\frac{1}{2k}\,(u'u_k-u\,u_k')_{r=b}=-\frac{u^2}{2k}\,\frac{\partial}{\partial k}\!\left(\frac{u'}{u}\right)_{r=b}.\tag{16}$$

A factor $c(k)$ in $u$ multiplies both sides by $c^2$ and drops out of $u'/u$, so the outer amplitude may be set to one: $u=M_l\sin\Theta$ with $\Theta=\theta_l(kb)+\delta_l(k)$. Then, with $x=kb$,

$$\frac{u'}{u}=k\,\frac{M_l'}{M_l}+\frac{k}{M_l^2}\cot\Theta,\qquad \frac{\partial\Theta}{\partial k}=\frac{b}{M_l^2}+\frac{d\delta_l}{dk}.$$

Define $G=\partial_k(kM_l'/M_l)$ and $H=\partial_k(k/M_l^2)$; both depend on $x$ alone. The derivative of the cotangent is $-\partial_k\Theta/\sin^2\Theta$. Equation (16) becomes

$$\int_0^b u^2\,dr=\frac12\left(\frac{b}{M_l^2}+\frac{d\delta_l}{dk}\right)-\frac{M_l^2H}{4k}\sin2\Theta-\frac{M_l^2G}{2k}\sin^2\Theta .\tag{17}$$

This gives the normalization of the levels as well. At the wall $\sin\Theta=0$, so the norm of a level is $\tfrac12\,\partial_k\Theta$ taken at $R$. The quantization condition says that the number of levels per unit $k$ is $\partial_k\Theta/\pi$ at the same place. The product of the number of levels and the inverse norm is therefore

$$\frac{1}{\pi}\frac{\partial\Theta}{\partial k}\cdot\frac{2}{\partial\Theta/\partial k}=\frac2\pi ,$$

with and without the scatterer. As $R\to\infty$ the sum over levels becomes $(2/\pi)\int dk\,u^2$.

Subtract from (17) its value for $\delta_l=0$. The term with $b$ cancels. From the large-$x$ form of $M_l$, $M_l^2H=1-2xM_l'/M_l=1+O(x^{-2})$ and $G=O(x^{-3})$. To leading order

$$\int_0^b(u^2-u_0^2)\,dr=\frac12\left[\frac{d\delta_l}{dk}-\frac{\sin\delta_l}{k}\cos(2\theta_l+\delta_l)\right],\tag{18}$$

where $u_0$ is the free wave and $\sin(2\theta+2\delta)-\sin2\theta=2\sin\delta\cos(2\theta+\delta)$ has been used. For $l=0$, where $M_0=1$, $H=1$ and $G=0$, (18) has no correction.

Multiply by $2/\pi$ and by $2(2l+1)$ for spin and orientation, and integrate up to the Fermi wave number $k_F$. The first term gives $\delta_l(k_F)-\delta_l(0^+)$. The bound levels add $2(2l+1)n_l^{\rm bound}$ electrons when $b$ is well outside them, and by (13) this cancels the term with $\delta_l(0^+)$.

The second term oscillates rapidly in $k$ when $b$ is large. One integration by parts gives

$$\int_0^{k_F}\frac{\sin\delta_l}{k}\cos(2kb-l\pi+\delta_l)\,dk=\frac{\sin\delta_l(k_F)}{2k_Fb}\sin[2k_Fb-l\pi+\delta_l(k_F)]+O(b^{-2}).$$

The lower limit contributes nothing at this order, because $\sin\delta_l/k$ is finite there and the remaining sine is that of a multiple of $\pi$. For $l>0$ the large-$x$ forms fail where $kb$ is of order one or less. In that range the difference of the last two terms of (17) is $\sin\delta_l/k\propto k^{2l}$ times a bounded factor, so the range contributes only $O(b^{-2l-1})$. The number of displaced electrons in channel $l$ inside $b$ is thus

$$D_l(b)=\frac{2(2l+1)}{\pi}\left\{\delta_l-\frac{\sin\delta_l}{2k_Fb}\sin(2k_Fb-l\pi+\delta_l)\right\}+O(b^{-2}),\tag{19}$$

with $\delta_l$ taken at $k_F$. The constant part is the result of the wall count, now for both spins. It is located around the scatterer, and no average over wall positions was needed. The rest is an oscillation that decays as $1/b$. Division of $dD_l/db$ by $4\pi b^2$ and summation give the leading density change at distance $r$,

$$\Delta n(r)\simeq-\frac{1}{2\pi^2r^3}\sum_l(2l+1)\sin\delta_l\,\cos(2k_Fr-l\pi+\delta_l),$$

the Friedel oscillation. It arises from the upper limit of the $k$ integral, that is, from the sharp edge of the occupied states.

### Why the Fermi level stays fixed

A level shift of order $1/R$ is small, but many levels are shifted, and the count changes by a finite number. A similar question arises for the Fermi level. The density of states of the sphere grows as $R^3$, so a shift of the Fermi level as small as $1/R^3$ would also change the electron number by a finite amount. It has to be excluded by a physical argument.

Far from the impurity the metal is neutral and has its bulk density. In a free-electron gas the density fixes the distance from the local potential to the Fermi level. A shift of that distance would give the distant metal a net charge density. Even if this density were only of order $1/R^3$, its total over the sphere would be finite, and part of the screening charge would be spread over the whole metal. Static screening in a metal excludes this: the compensating charge collects near the impurity. The Fermi level measured from the distant potential therefore keeps its bulk value, and the electrons that neutralize the charge $Z$ are those counted at fixed $k_F$:

$$Z=\frac{2}{\pi}\sum_{l}(2l+1)\,\delta_l(k_F).\tag{20}$$

This is the Friedel sum rule. If the two spin directions feel different potentials, the factor 2 is replaced by a sum over spins, each with its own phase shifts and Fermi wave number.

The two parts of the result have different standing. The count $\sum(2l+1)\delta_l/\pi$ holds for any potential that meets the stated conditions. Equation (20) holds for a potential that screens completely. A trial potential will in general violate it, and the size of the violation is the charge left unscreened.

### Conditions and failures

A self-consistent potential does not end at a finite radius. Its tail follows the density oscillation and falls as $\cos(2k_Fr)/r^3$, up to a phase. Such a tail does no harm at fixed $k>0$. By (10), the part of the potential beyond $a$ changes $\delta_l$ by at most $(2/k)\int_a^\infty|V|M_l^2\,dr$, which vanishes as $a$ grows, and the phase shift has a limit. For a bare Coulomb potential the same integral diverges logarithmically. The phase shift then has no limit, and neither (15) nor (20) can be used in this form.

The free-electron host entered through $J_l$ and $Y_l$. In a crystal, phase shifts measured from free waves do not count the change relative to the crystal, and the derivation has to be repeated with the host's own Green function. A potential without spherical symmetry mixes the channels, and the sum over $l$ no longer applies as written. Finally, the electrons are independent. In a mean-field or Kohn–Sham calculation, (20) is a statement about the orbitals of that calculation.

### Computing the phase shift

Let $f(r)=u/r$ be the inner radial function, with derivative $f'$ at $r=a$. Insert $u=af$, $u'=f+af'$, $J_l'=j_l+kaj_l'$ and the corresponding $Y_l'$ into (9). The terms $fj_l$ and $fy_l$ cancel, leaving

$$S=a^2\,(k f j_l'-f'j_l),\qquad C=a^2\,(k f y_l'-f'y_l),\tag{21}$$

with the Bessel functions and their derivatives taken at $ka$. For a square well of depth $V_0$ the inner function is $f=j_l(qr)$ with $q^2=k^2+2V_0$.

The two-argument arctangent of $(S,C)$ gives $\delta_l$ up to multiples of $2\pi$. There are two ways to fix the branch:

- Start at a high $k$, where $\delta_l$ is near zero, and follow it continuously down to $k_F$. The steps in $k$ must resolve any narrow resonance, because there $\delta_l$ rises by nearly $\pi$ within a small interval.
- Work at the single value $k_F$ and count the nodes $\nu$ of $u$ in $0<r<a$. Provided that $u(a)\neq0$, the node count of the first half, applied at $r=a$, requires $\nu\pi\le\theta_l(ka)+\delta_l<(\nu+1)\pi$.

The branch matters. For the well of depth 1.5 hartree and $k_F=1$ bohr$^{-1}$, the correct value is $\delta_0=0.5304\pi$, which gives $2\delta_0/\pi=1.061$ electrons. The one-argument arctangent returns $\delta_0-\pi$ and hence $-0.939$ electrons. Here this number equals $2[\delta_0(k_F)-\delta_0(0^+)]/\pi$, the change in the continuum alone, but only because $\delta_0(k_F)$ lies within $\pi/2$ of $\delta_0(0^+)=\pi$; in general the principal value of the arctangent has no such meaning. The well has one bound $s$ level, which holds two electrons, and direct integration of the continuum waves gives a change of $-0.939$. The continuum has given up part of the charge that the bound level holds. The sum, $-0.939+2=1.061$, is the displaced charge in this channel.

### A model impurity with unit charge

Take $k_F=1$ bohr$^{-1}$, so that $E_F=0.5$ hartree, and an impurity of charge $Z=1$. The screened potential is modelled by a square well of radius $a=2$ bohr. Its depth is not free, since (20) must hold. Solving for it gives $V_0=0.26381$ hartree, or 7.18 eV. The shape of the well is an assumption; the sum rule fixes one parameter and does not make the potential self-consistent.

The $s$ phase shift can be followed by hand. Inside, $u=\sin qr$ with

$$q=\sqrt{1+2(0.26381)}=1.2360,\qquad qa=2.4719 .$$

Matching $u'/u$ at $a$ gives $q\cot qa=k\cot(ka+\delta_0)$, so

$$\tan(2+\delta_0)=\frac{\tan 2.4719}{1.2360}=\frac{-0.7917}{1.2360}=-0.6405 .$$

Since $qa<\pi$, the inner wave has no node, and the total phase $2+\delta_0$ lies between 0 and $\pi$. It is therefore $\pi-0.5697=2.5719$, which gives $\delta_0=0.5719$. The contribution to the sum rule is $2\times0.5719/\pi=0.3641$ electrons. All channels together:

| $l$ | $\delta_l$ (rad) | electrons |
|---|---|---|
| 0 | 0.57190 | 0.3641 |
| 1 | 0.27487 | 0.5250 |
| 2 | 0.03186 | 0.1014 |
| 3 | 0.00203 | 0.0090 |
| 4 | 0.00008 | 0.0005 |

The electrons add up to 1.0000. The $p$ channel holds more charge than the $s$ channel although its phase shift is about half as large, because it has three orientations. Beyond $l=k_Fa=2$ the contributions fall by more than a factor of ten from one $l$ to the next.

The level shift (7) can be seen in a sphere of radius 30.005 bohr. The tenth $s$ level moves from $k=1.04702$ to $1.02857$ bohr$^{-1}$. Multiplied by $-R$, the shift of $-0.01845$ gives 0.5536 rad, and the phase shift computed at the new $k$ is the same to the digits shown.

### Comparison with a weak potential

For a weak well, replace $u/A$ on the right of the phase equation by the free wave $J_l$. To first order in $V_0$

$$\delta_l\simeq\frac{2V_0}{k}\int_0^aJ_l^2(kr)\,dr=2V_0k\int_0^a r^2j_l^2(kr)\,dr .$$

The sum over $l$ can be done. The plane wave $e^{ikz}=\sum(2l+1)i^lj_l(kr)P_l(\cos\vartheta)$ has modulus one, and the average of $P_lP_{l'}$ over all directions is $\delta_{ll'}/(2l+1)$, where $\delta_{ll'}$ is the Kronecker symbol. The average of $|e^{ikz}|^2$ is therefore $\sum(2l+1)j_l^2=1$, and

$$\frac2\pi\sum_l(2l+1)\delta_l\simeq\frac{2}{\pi}\,2V_0k_F\,\frac{a^3}{3}=\frac{4k_FV_0a^3}{3\pi}.\tag{22}$$

The same number follows from a local argument. The density of a free-electron gas is $k_F^3/(3\pi^2)$, and its derivative with respect to $E_F=k_F^2/2$ is $k_F/\pi^2$. Multiplied by $V_0$ and by the volume $4\pi a^3/3$, this gives (22).

For the model impurity, (22) yields $4(0.26381)(8)/(3\pi)=0.896$ electrons. The full phase shifts give 1, so the first-order estimate is 10 per cent below the full result. At a depth of $10^{-4}$ hartree the ratio of the full sum to (22) was tested to be one within 0.2 per cent.

### The charge as a function of distance

The displaced charge can also be integrated from the wavefunctions, without use of (19). This well has no bound $s$ level, since $\sqrt{2V_0}\,a=1.45$ is less than $\pi/2$, so the continuum waves supply the whole $s$-wave charge. The same is true of the higher channels, where the centrifugal term makes binding harder. Summed over $l$, the number of displaced electrons inside $r$ is:

| $r$ (bohr) | electrons |
|---|---|
| 2 | 0.7300 |
| 4 | 1.0099 |
| 8 | 0.9962 |
| 16 | 1.0013 |
| 32 | 1.0012 |
| 60 | 1.0003 |

About 0.27 electrons of the screening charge lie outside the well itself. At 4 bohr the impurity is slightly overscreened, and farther out the charge oscillates about one. Its mean over one period beyond 60 bohr is 1.0000.

The tail can be compared with (19). At 60 bohr the amplitude for $l=0$ is

$$\frac2\pi\,\frac{\sin0.5719}{2\times60}=0.0029,$$

and for $l=1$ it is 0.0043 electrons. Over one period, the directly integrated charge in these channels differs from (19) by at most 2 and 4 per cent of the respective amplitude. The total deviation at 60 bohr, 0.0003, is much smaller than either amplitude. Part of the reason is the term $-l\pi$ in the phase, which gives neighbouring channels opposite signs. Adding the channels with their phases gives

$$\sum_l(2l+1)(-1)^l\sin\delta_l\,e^{i\delta_l}=-0.183+0.077\,i ,$$

whose modulus is 0.20, whereas the $s$ and $p$ terms alone have moduli 0.54 and 0.81. To leading order in $1/(k_Fb)$, the amplitude of the total oscillation at 60 bohr is then $0.20/(60\pi)=0.0011$ electrons. Because the channels nearly cancel, the terms left out of (19) weigh more in the total than in a single channel, and the directly integrated charge oscillates with an amplitude of about 0.0009 over the period beyond 60 bohr. The deviation there is smaller still because 60 bohr lies near a zero of this oscillation: the sum has the argument 2.74, $\sin(120+2.74)=-0.22$, and (19) gives about $+0.0002$. A calculation that stops at $l=0$ would overestimate the amplitude of the oscillation by a factor of about three, and it would also give the oscillation the wrong phase.

## Values computed for the example and the checks

```
Fermi wave number kF = 1.000 1/bohr, EF = 0.500 hartree
well radius a = 2.000 bohr, impurity charge Z = 1.0
depth V0 for neutrality = 0.26381 hartree = 7.179 eV
l=0: delta = 0.571903 rad, electrons (both spins) = 0.364085
l=1: delta = 0.274874 rad, electrons (both spins) = 0.524971
l=2: delta = 0.031857 rad, electrons (both spins) = 0.101405
l=3: delta = 0.002029 rad, electrons (both spins) = 0.009040
l=4: delta = 0.000084 rad, electrons (both spins) = 0.000482
l=5: delta = 0.000002 rad, electrons (both spins) = 0.000017
l=6: delta = 0.000000 rad, electrons (both spins) = 0.000000
Friedel sum = 1.000000 electrons
weak-well estimate at this V0 = 0.89573 electrons
quantization sphere R = 30.0050 bohr; deep well 1.5 hartree
l=0: 1 bound; first E>0 level is number 2, k = 0.11140 1/bohr, phase/pi = 2.00000
l=0: delta/pi at k=0.01 1/bohr = 0.99425
l=1: 1 bound; first E>0 level is number 2, k = 0.15067 1/bohr, phase/pi = 2.00000
l=1: delta/pi at k=0.01 1/bohr = 1.00000
l=2: 0 bound; first E>0 level is number 1, k = 0.19208 1/bohr, phase/pi = 1.00000
l=2: delta/pi at k=0.01 1/bohr = 0.00000
largest |phase/pi - level number| = 8.8e-05
s level number 10: free k = 1.04702, with well k = 1.02857 1/bohr
-R*shift = 0.55358 rad, delta_0 there = 0.55358 rad
count change below EF over 79 radii, R = 30.02 to 33.11 bohr
l=0, V0=+1.5 hartree: change 0 to 1, mean 0.5316, delta/pi 0.5304
l=0, V0=-0.3 hartree: change -1 to 0, mean -0.2025, delta/pi -0.1994
l=1, V0=+1.5 hartree: change 0 to 1, mean 0.6582, delta/pi 0.6473
l=1, V0=-0.3 hartree: change -1 to 0, mean -0.0506, delta/pi -0.0584
l=2, V0=+1.5 hartree: change 0 to 1, mean 0.2532, delta/pi 0.2514
l=2, V0=-0.3 hartree: change -1 to 0, mean -0.0127, delta/pi -0.0085
displaced electrons inside r =  2 bohr: 0.72989
displaced electrons inside r =  4 bohr: 1.00986
displaced electrons inside r =  8 bohr: 0.99620
displaced electrons inside r = 16 bohr: 1.00130
displaced electrons inside r = 32 bohr: 1.00124
displaced electrons inside r = 60 bohr: 1.00026
mean over one oscillation beyond 60 bohr: 1.00000
l=0: tail amplitude at 60 bohr = 0.00287, largest error of tail formula = 0.00005 electrons
l=1: tail amplitude at 60 bohr = 0.00432, largest error of tail formula = 0.00016 electrons
deep well, l=0: continuum -0.9391 + bound 2 = 1.0609; 2 delta/pi = 1.0608 electrons
```
